**Dimerisation of BH3 with Hartree-Fock and MP2**

The program computes \(D=2E(\mathrm{BH_3})-E(\mathrm{B_2H_6})\), which is positive for a bound dimer, in the 6-31G(d,p) basis. It finds 0.925 eV with Hartree-Fock and 1.801 eV with MP2, and asserts that the MP2 value is more than 1.3 times the Hartree-Fock value. The same factor is asserted at the Hartree-Fock geometries, after counterpoise correction, and in cc-pVTZ; CCSD(T) in the original basis must also exceed 1.3 times the Hartree-Fock \(D\). The MP2 formula is tested on BH3 in STO-3G against the second-order coefficient of a full configuration-interaction energy with scaled coupling: −0.9962 and −0.9963 eV. Further assertions cover small residual forces, additivity for two monomers 60 Å apart, and the sum of the localised pair energies. In the chosen localisation, terms containing a bridge supply 0.799 eV of the 0.880 eV correlation gain at the MP2 geometries. The output also gives the harmonic HF/3-21G corrections for nuclear motion.

## Check in Python

```python
# Result under test: MP2 binds 2 BH3 -> B2H6 much more strongly than
# Hartree-Fock (HF) in the same 6-31G(d,p) basis.
# D = 2 E(BH3) - E(B2H6), positive for a bound dimer.  Boron 1s is frozen in MP2.
# Dimer parameters (angstrom): B-B distance, height of the bridge hydrogens
# above the B-B axis, sideways and outward offsets of the terminal hydrogens.
# Internal energies are in hartree; printed energies are in eV.
import os
for variable in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
    os.environ[variable] = "1"
import numpy as np
from scipy import constants as const
from pyscf import gto, scf, mp, cc, fci, ao2mo, lib

lib.num_threads(1)
EV = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
KJMOL = const.e * const.N_A / 1000.0
BASIS = "6-31g**"


def monomer(p):
    angles = 2 * np.pi * np.arange(3) / 3
    return [("B", (0.0, 0.0, 0.0))] + [
        ("H", (p[0] * np.cos(a), p[0] * np.sin(a), 0.0)) for a in angles]


def dimer(p):
    distance, height, side, out = p
    z = distance / 2
    return [("B", (0, 0, z)), ("B", (0, 0, -z)),
            ("H", (0, height, 0)), ("H", (0, -height, 0)),
            ("H", (side, 0, z + out)), ("H", (-side, 0, z + out)),
            ("H", (side, 0, -z - out)), ("H", (-side, 0, -z - out))]


def solve(atoms, basis=BASIS, fitted=False):
    """Return the HF object, the MP2 object and the two total energies."""
    mol = gto.M(atom=atoms, basis=basis, verbose=0)
    mf = scf.RHF(mol)
    if fitted:
        mf = mf.density_fit(auxbasis="cc-pvtz-jkfit")
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    pt = mp.MP2(mf, frozen=sum(s == "B" for s, _ in atoms))
    correlation = pt.kernel()[0]
    return mf, pt, np.array([mf.e_tot, mf.e_tot + correlation])


def minima(build, start, basis=BASIS, step=0.015):
    """Newton minima of the HF and MP2 energies from displaced structures."""
    start = np.array(start, float)
    n = len(start)
    unit = np.eye(n) * step

    def energy(p):
        return solve(build(p), basis)[2]

    centre = energy(start)
    plus = [energy(start + u) for u in unit]
    minus = [energy(start - u) for u in unit]
    gradient = np.zeros((2, n))
    hessian = np.zeros((2, n, n))
    for i in range(n):
        gradient[:, i] = (plus[i] - minus[i]) / (2 * step)
        hessian[:, i, i] = (plus[i] + minus[i] - 2 * centre) / step**2
        for j in range(i):
            both = energy(start + unit[i] + unit[j])
            mixed = (both - plus[i] - plus[j] + centre) / step**2
            hessian[:, i, j] = hessian[:, j, i] = mixed
    for k in range(2):
        assert np.linalg.eigvalsh(hessian[k])[0] > 0
    return [start - np.linalg.solve(hessian[k], gradient[k]) for k in range(2)]


def local_pairs(mf, atoms):
    """MP2 pair energies and atomic shares, one valence orbital per hydrogen."""
    mol = mf.mol
    core = sum(s == "B" for s, _ in atoms)
    nocc = mol.nelectron // 2
    occ, vir = mf.mo_coeff[:, core:nocc], mf.mo_coeff[:, nocc:]
    e_occ, e_vir = mf.mo_energy[core:nocc], mf.mo_energy[nocc:]
    no, nv = occ.shape[1], vir.shape[1]
    integrals = ao2mo.kernel(mol, (occ, vir, occ, vir), compact=False)
    integrals = integrals.reshape(no, nv, no, nv)
    excitation = e_occ[:, None] - e_vir[None, :]
    amplitudes = integrals / (excitation[:, :, None, None] + excitation)
    ref = gto.M(atom=atoms, basis="sto-3g", verbose=0)
    columns = [ref.aoslice_by_atom()[a, 2]
               for a, (s, _) in enumerate(atoms) if s == "H"]
    overlap = occ.T @ gto.intor_cross("int1e_ovlp", mol, ref)[:, columns]
    left, singular, right = np.linalg.svd(overlap)
    assert singular[-1] > 0.1
    rotation = left @ right

    def rotate(x):
        return np.einsum("iajb,ik,jl->kalb", x, rotation, rotation, optimize=True)

    k_loc, t_loc = rotate(integrals), rotate(amplitudes)
    pairs = np.einsum("kalb,kalb->kl", k_loc,
                      2 * t_loc - t_loc.transpose(0, 3, 2, 1))
    orbitals = occ @ rotation
    density = orbitals * (mol.intor("int1e_ovlp") @ orbitals)
    shares = np.array([density[a:b].sum(axis=0)
                       for a, b in mol.aoslice_by_atom()[:, 2:4]])
    return pairs, shares


def vibrations(build, start):
    """Harmonic quanta (hartree) at the HF/3-21G minimum."""
    p = minima(build, start, basis="3-21g")[0]
    mf = solve(build(p), "3-21g")[0]
    n = mf.mol.natm
    mass = np.array(mf.mol.atom_mass_list(isotope_avg=True))
    mass = np.repeat(mass * const.atomic_mass / const.m_e, 3)
    force = mf.Hessian().kernel().transpose(0, 2, 1, 3).reshape(3 * n, 3 * n)
    values = np.linalg.eigvalsh(force / np.sqrt(np.outer(mass, mass)))
    values = values[np.argsort(abs(values))][6:]
    assert values.min() > 0
    return np.sqrt(values)


def enthalpy(quanta, temperature):
    kt = const.k * temperature / const.e / EV
    return np.sum(quanta * (0.5 + 1 / np.expm1(quanta / kt))) + 4 * kt


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


# Perturbation orders from full configuration interaction with scaled coupling.
small = gto.M(atom=monomer([1.19]), basis="sto-3g", verbose=0)
small_hf = scf.RHF(small)
small_hf.conv_tol = 1e-12
small_hf.kernel()
c = small_hf.mo_coeff
one = c.T @ small_hf.get_hcore() @ c
fock = np.diag(small_hf.mo_energy)
two = ao2mo.kernel(small, c)
coupling = 0.02
scaled = []
for lam in (coupling, -coupling):
    ci = fci.direct_spin1.FCI()
    ci.conv_tol, ci.max_cycle = 1e-12, 200
    scaled.append(ci.kernel(fock + lam * (one - fock), lam * two,
                            c.shape[1], (4, 4))[0])
zeroth = 2 * small_hf.mo_energy[:4].sum()
first = (scaled[0] - scaled[1]) / (2 * coupling)
second = (scaled[0] + scaled[1] - 2 * zeroth) / (2 * coupling**2)
small_mp2 = mp.MP2(small_hf).kernel()[0]
assert abs(zeroth + first + small.energy_nuc() - small_hf.e_tot) < 1e-4
assert abs(second / small_mp2 - 1) < 2e-3

# Geometries and dimerisation energies, each method at its own minimum.
mono_start, dimer_start = [1.187], [1.765, 0.970, 1.038, 0.575]
mono_p = minima(monomer, mono_start)
dim_p = minima(dimer, dimer_start)
mono = [solve(monomer(p)) for p in mono_p]
dim = [solve(dimer(p)) for p in dim_p]
d_hf = 2 * mono[0][2][0] - dim[0][2][0]
d_mp2 = 2 * mono[1][2][1] - dim[1][2][1]
at_hf = 2 * mono[0][2] - dim[0][2]
at_mp2 = 2 * mono[1][2] - dim[1][2]
assert d_hf > 0 and d_mp2 > 1.3 * d_hf
assert at_hf[1] > 1.3 * at_hf[0]
assert dim_p[1][0] < dim_p[0][0]
forces = [abs(dim[0][0].nuc_grad_method().kernel()).max(),
          abs(dim[1][1].nuc_grad_method().kernel()).max()]
assert max(forces) < 2e-3

# Distant monomers must reproduce twice the monomer energy.
base = monomer(mono_p[1])
far = base + [(s, (x, y, z + 60.0)) for s, (x, y, z) in base]
separation_error = abs(solve(far)[2] - 2 * mono[1][2]).max()
assert separation_error < 1e-6

# Where the correlation part of the binding comes from.
pm, _ = local_pairs(mono[1][0], base)
dimer_atoms = dimer(dim_p[1])
pd, shares = local_pairs(dim[1][0], dimer_atoms)
assert abs(pm.sum() - (mono[1][2][1] - mono[1][2][0])) < 1e-7
assert abs(pd.sum() - (dim[1][2][1] - dim[1][2][0])) < 1e-7
assert abs(shares[0, 0] - shares[1, 0]) < 1e-4
assert shares[[0, 1, 2], 0].sum() > 0.85
assert abs(shares[1, 2]) < 0.1
bond, neighbour = pm[0, 0], 2 * pm[0, 1]
terminal_sum = pd[2:, 2:].sum()
bridge_gain = 2 * bond + 4 * neighbour - (pd.sum() - terminal_sum)
terminal_gain = 4 * bond + 2 * neighbour - terminal_sum
within_gain = 6 * bond - np.trace(pd)
between_gain = 6 * neighbour - (pd.sum() - np.trace(pd))
corr_gain = at_mp2[1] - at_mp2[0]
assert abs(bridge_gain + terminal_gain - corr_gain) < 1e-7
assert bridge_gain > 0

# Basis superposition: one BH3 half with and without the other half's functions.
half = [0, 2, 4, 5]
own = [dimer_atoms[i] for i in half]
ghosts = [("ghost-" + s, r) for i, (s, r) in enumerate(dimer_atoms)
          if i not in half]
superposition = 2 * (solve(own)[2] - solve(own + ghosts)[2])
corrected = at_mp2 - superposition
assert superposition.min() > 0 and corrected[1] > 1.3 * corrected[0]

# Higher correlation in the same basis.
coupled = []
for mf, core in ((mono[1][0], 1), (dim[1][0], 2)):
    cluster = cc.CCSD(mf, frozen=core)
    cluster.kernel()
    assert cluster.converged
    coupled.append(cluster.e_tot + cluster.ccsd_t())
d_cc = 2 * coupled[0] - coupled[1]
assert d_cc > 1.3 * d_hf

# Larger basis with density fitting; the fitting is checked in the small basis.
fit_small = 2 * solve(base, fitted=True)[2] - solve(dimer_atoms, fitted=True)[2]
fit_error = abs(fit_small - at_mp2).max()
assert fit_error * EV < 0.01
large = (2 * solve(base, "cc-pvtz", True)[2]
         - solve(dimer_atoms, "cc-pvtz", True)[2])
assert large[1] > 1.3 * large[0]

# Nuclear motion.
vib_m, vib_d = vibrations(monomer, mono_start), vibrations(dimer, dimer_start)
zero_point = vib_m.sum() - vib_d.sum() / 2
thermal = [2 * enthalpy(vib_m, t) - enthalpy(vib_d, t) for t in (300.0, 600.0)]

print("Basis for the main results:", BASIS)
print("Basis functions, BH3 and B2H6:", mono[0][0].mol.nao, dim[0][0].mol.nao)
show("FCI second-order energy, BH3 STO-3G", second * EV, "eV")
show("MP2 formula, same case", small_mp2 * EV, "eV")
for k, name in enumerate(("HF", "MP2")):
    q = dim_p[k]
    show(name + " B-H in BH3", mono_p[k][0], "angstrom")
    show(name + " B-B in B2H6", q[0], "angstrom")
    show(name + " bridge B-H", np.hypot(q[0] / 2, q[1]), "angstrom")
    show(name + " terminal B-H", np.hypot(q[2], q[3]), "angstrom")
    show(name + " largest residual force", forces[k] * EV / BOHR, "eV/angstrom")
    show(name + " total energy BH3", mono[k][2][k] * EV, "eV")
    show(name + " total energy B2H6", dim[k][2][k] * EV, "eV")
show("D HF", d_hf * EV, "eV")
show("D HF", d_hf * EV * KJMOL, "kJ/mol", 1)
show("D MP2", d_mp2 * EV, "eV")
show("D MP2", d_mp2 * EV * KJMOL, "kJ/mol", 1)
show("Ratio D MP2 / D HF", d_mp2 / d_hf, "(no unit)", 3)
show("D MP2 at HF geometries", at_hf[1] * EV, "eV")
show("D HF at MP2 geometries", at_mp2[0] * EV, "eV")
show("Correlation part of D at MP2 geometries", corr_gain * EV, "eV")
show("Bridge orbital share on each B", shares[0, 0], "(no unit)", 3)
show("Bridge orbital share on its H", shares[2, 0], "(no unit)", 3)
show("Terminal orbital share on far B", shares[1, 2], "(no unit)", 3)
show("Pair energy within a BH3 bond", bond * EV, "eV")
show("Pair energy between two BH3 bonds", neighbour * EV, "eV")
show("Pair energy within a bridge", pd[0, 0] * EV, "eV")
show("Pair energy within a terminal bond", pd[2, 2] * EV, "eV")
show("Pair energy bridge-bridge", 2 * pd[0, 1] * EV, "eV")
show("Pair energy bridge-terminal", 2 * pd[0, 2] * EV, "eV")
show("Pair energy terminal-terminal, same B", 2 * pd[2, 3] * EV, "eV")
show("Pair energies terminal-terminal, across, sum of 4",
     2 * pd[2:4, 4:6].sum() * EV, "eV")
show("Gain from terms containing a bridge", bridge_gain * EV, "eV")
show("Gain from terminal-only terms", terminal_gain * EV, "eV")
show("Gain from terms within bonds", within_gain * EV, "eV")
show("Gain from terms between bonds", between_gain * EV, "eV")
show("Superposition error in D HF", superposition[0] * EV, "eV")
show("Superposition error in D MP2", superposition[1] * EV, "eV")
show("D CCSD(T), same basis, MP2 geometries", d_cc * EV, "eV")
show("D HF, cc-pVTZ, MP2 geometries", large[0] * EV, "eV")
show("D MP2, cc-pVTZ, MP2 geometries", large[1] * EV, "eV")
show("Density-fitting error in D, small basis", fit_error * EV, "eV", 5)
show("Zero-point change of D, HF/3-21G", zero_point * EV, "eV")
show("Enthalpy minus D at 300 K", thermal[0] * EV, "eV")
show("Enthalpy minus D at 600 K", thermal[1] * EV, "eV")
print("all tests passed")
```

Running it gives:

```
Basis for the main results: 6-31g**
Basis functions, BH3 and B2H6: 29 58
FCI second-order energy, BH3 STO-3G: -0.9963 eV
MP2 formula, same case: -0.9962 eV
HF B-H in BH3: 1.1881 angstrom
HF B-B in B2H6: 1.7768 angstrom
HF bridge B-H: 1.3161 angstrom
HF terminal B-H: 1.1844 angstrom
HF largest residual force: 0.0037 eV/angstrom
HF total energy BH3: -718.1804 eV
HF total energy B2H6: -1437.2862 eV
MP2 B-H in BH3: 1.1859 angstrom
MP2 B-B in B2H6: 1.7564 angstrom
MP2 bridge B-H: 1.3058 angstrom
MP2 terminal B-H: 1.1839 angstrom
MP2 largest residual force: 0.0022 eV/angstrom
MP2 total energy BH3: -720.7028 eV
MP2 total energy B2H6: -1443.2070 eV
D HF: 0.9254 eV
D HF: 89.3 kJ/mol
D MP2: 1.8015 eV
D MP2: 173.8 kJ/mol
Ratio D MP2 / D HF: 1.947 (no unit)
D MP2 at HF geometries: 1.7974 eV
D HF at MP2 geometries: 0.9213 eV
Correlation part of D at MP2 geometries: 0.8803 eV
Bridge orbital share on each B: 0.246 (no unit)
Bridge orbital share on its H: 0.537 (no unit)
Terminal orbital share on far B: -0.003 (no unit)
Pair energy within a BH3 bond: -0.6430 eV
Pair energy between two BH3 bonds: -0.1978 eV
Pair energy within a bridge: -0.6447 eV
Pair energy within a terminal bond: -0.6393 eV
Pair energy bridge-bridge: -0.2916 eV
Pair energy bridge-terminal: -0.1619 eV
Pair energy terminal-terminal, same B: -0.2017 eV
Pair energies terminal-terminal, across, sum of 4: -0.0884 eV
Gain from terms containing a bridge: 0.7989 eV
Gain from terminal-only terms: 0.0814 eV
Gain from terms within bonds: -0.0115 eV
Gain from terms between bonds: 0.8917 eV
Superposition error in D HF: 0.0286 eV
Superposition error in D MP2: 0.1951 eV
D CCSD(T), same basis, MP2 geometries: 1.7630 eV
D HF, cc-pVTZ, MP2 geometries: 0.9410 eV
D MP2, cc-pVTZ, MP2 geometries: 1.9128 eV
Density-fitting error in D, small basis: 0.00101 eV
Zero-point change of D, HF/3-21G: -0.3128 eV
Enthalpy minus D at 300 K: -0.2235 eV
Enthalpy minus D at 600 K: -0.1983 eV
all tests passed
```
